\section*{Why amorphous silicon melts below crystalline silicon, and by how much}

\section{A melting point for the heat-flow calculation}

A silicon wafer has been implanted until its top 100 nm are amorphous, and a laser pulse is to melt that layer. A heat-flow calculation that predicts the melt depth needs a melting temperature and a latent heat for the layer. The values for the crystal are at hand, but using them makes the layer melt too late and absorb too much heat. The replacement values follow from comparing free energies, and a model with a few heat-capacity parameters can be solved far enough to show where they come from and how uncertain they are.

Let $G_c$, $G_a$ and $G_l$ be the Gibbs free energies per atom of the crystal, the amorphous solid and the liquid, all at the same fixed pressure. Enthalpies $H$ and entropies $S$ carry the same subscripts. The crystal melts at $T_m$, where $G_l=G_c$. The amorphous solid is less stable than the crystal, but if it does not crystallize first it has its own transition to the liquid at $T_{al}$, where
\begin{equation}
G_a(T_{al})=G_l(T_{al}).
\label{eq:equal}
\end{equation}

This condition rests on three assumptions. The lattice has a single temperature, which excludes the first moments after a femtosecond pulse, when electrons and atoms are far from mutual equilibrium. The amorphous network stays in one structural state, so that $dG_a/dT=-S_a$ may be used although the solid is not in full equilibrium. Finally, the amorphous solid and the liquid are distinct phases with different entropies. A glass that softened continuously into its liquid would have no such crossing.

\section{The sign of the shift}

Define the free energy of the liquid relative to the amorphous solid, and the excess of the amorphous solid over the crystal:
\begin{equation}
D(T)=G_l-G_a,\qquad g(T)=G_a-G_c .
\end{equation}
At the crystal melting point $G_l$ may be replaced by $G_c$, so
\begin{equation}
D(T_m)=G_c(T_m)-G_a(T_m)=-g(T_m).
\label{eq:DTm}
\end{equation}
At fixed pressure $dG/dT=-S$ for each phase, hence
\begin{equation}
\frac{dD}{dT}=-(S_l-S_a)\equiv-\Delta S(T).
\label{eq:slope}
\end{equation}
Suppose that $\Delta S>0$ over the range considered, and that the amorphous solid is favoured over the liquid, $D>0$, at some temperature below $T_m$. Then $D$ falls steadily as $T$ rises and can vanish at most once. If $g(T_m)>0$, $D$ is already negative at $T_m$, so it has crossed zero below $T_m$. If $g(T_m)=0$, the crossing is at $T_m$. If $g(T_m)<0$, $D$ is still positive at $T_m$, and any crossing lies above. Under these conditions $T_{al}<T_m$ if and only if the amorphous solid has the higher free energy at $T_m$.

The size of the shift follows by integrating \eqref{eq:slope} from $T_{al}$, where $D=0$, to $T_m$, where $D=-g(T_m)$:
\begin{equation}
\int_{T_{al}}^{T_m}\Delta S\,dT=D(T_{al})-D(T_m)=g(T_m).
\label{eq:identity}
\end{equation}
The depression $T_m-T_{al}$ is therefore the excess free energy at $T_m$ divided by the mean of $\Delta S$ over the interval. A large excess widens the interval, and a large entropy of melting narrows it.

\section{A solvable model}

Both free-energy differences can be measured from the crystal. For the liquid, let $L$ be the latent heat of the crystal at $T_m$, and let the heat capacity of the liquid exceed that of the crystal by a constant $c$. Integrating $c$ for the enthalpy and $c/T$ for the entropy, starting at $T_m$, gives
\begin{align}
H_l-H_c&=L+c(T-T_m),\\
S_l-S_c&=\frac{L}{T_m}+c\ln\frac{T}{T_m}.
\end{align}
The entropy jump at $T_m$ is $L/T_m$ because the free energies are equal there. Subtracting $T$ times the second line from the first,
\begin{equation}
G_l-G_c=L\left(1-\frac{T}{T_m}\right)+c\left[T-T_m-T\ln\frac{T}{T_m}\right].
\label{eq:liquid}
\end{equation}

For the amorphous solid, let the excess heat capacity over the crystal be $bT/T_m$, the excess enthalpy be $H_r$ at a reference temperature $T_r$, and the residual entropy at zero temperature be $s_0$. This last term counts the many network arrangements into which the liquid could freeze. Then
\begin{align}
H_a-H_c&=H_r+\int_{T_r}^{T}\frac{bT'}{T_m}\,dT'
=H_r+\frac{b(T^2-T_r^2)}{2T_m},\\
S_a-S_c&=s_0+\int_0^T\frac{b}{T_m}\,dT'
=s_0+\frac{bT}{T_m}.
\end{align}
In $g=(H_a-H_c)-T(S_a-S_c)$ the enthalpy contributes $+bT^2/(2T_m)$ and the entropy $-bT^2/T_m$. Their sum is $-bT^2/(2T_m)$, so
\begin{equation}
g(T)=H_r-\frac{bT_r^2}{2T_m}-s_0T-\frac{bT^2}{2T_m}.
\label{eq:g}
\end{equation}
The transition is where \eqref{eq:liquid} equals \eqref{eq:g}. The heat capacity of the crystal itself has dropped out, since both differences use the same crystal.

The entropy gap is
\begin{equation}
\Delta S(T)=\frac{L}{T_m}+c\ln\frac{T}{T_m}-s_0-\frac{bT}{T_m}.
\label{eq:gap}
\end{equation}
Its derivative, $c/T-b/T_m$, is negative when $c<0$ and $b>0$. With those signs $\Delta S$ is smallest at the upper end of the range, and it is enough to check that it is positive at $T_m$.

If both heat-capacity differences are dropped, $b=c=0$, equating the free energies gives
\begin{equation}
L-\frac{LT}{T_m}=H_r-s_0T
\quad\Longrightarrow\quad
T_{al}=\frac{L-H_r}{L/T_m-s_0}.
\label{eq:constant}
\end{equation}
For $L>H_r$ and $L/T_m>s_0$ this lies below $T_m$ when $H_r>T_ms_0$, which is again $g(T_m)>0$. In general, $D=0$ means $H_l-H_a=T_{al}(S_l-S_a)$, so the same ratio holds provided that both differences are taken at $T_{al}$.

\section{Numbers for silicon}

The following inputs are rough typical values for silicon: $T_m=1685$ K, $L=520$ meV/atom, $H_r=120$ meV/atom at $T_r=1000$ K, $s_0=0.2\,k_B$, $b=0.5\,k_B$ and $c=-0.2\,k_B$, the last three per atom. Boltzmann's constant is $k_B=0.08617$ meV/K. At the crystal melting point, \eqref{eq:g} gives
\begin{align}
g(T_m)&=120-0.08617\,(148.4+337.0+421.3)\nonumber\\
&=41.9\ \text{meV/atom}.
\end{align}
The three numbers in the bracket, in kelvin, are the $T_r^2$, $s_0$ and $T^2$ terms divided by $k_B$. Entropy has removed much of the enthalpy excess, but not all of it. The entropy gap at $T_m$ is
\begin{equation}
\Delta S(T_m)=(3.581-0.2-0.5)k_B=2.881\,k_B,
\end{equation}
which is positive, as required.

The free energies above that of the crystal, in meV/atom, are:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & amorphous & liquid\\
1300 & 63.2 & 119.6\\
1400 & 58.0 & 88.4\\
1500 & 52.6 & 57.3\\
1600 & 46.9 & 26.3\\
1685 & 41.9 & 0.0
\end{tabular}
\end{center}
The amorphous column changes slowly and the liquid column quickly, because the liquid has much the larger entropy. The order of the two reverses between 1500 and 1600 K. A numerical root search gives
\begin{equation}
T_{al}=1518\ \text{K}\quad(1245\,^\circ\text{C}),
\end{equation}
which is 167 K below $T_m$. At the crossing both phases lie about 52 meV/atom above the crystal. The melt is thus a strongly undercooled liquid, and it can crystallize if a crystal seed is within reach.

The latent heat is the other quantity needed by the heat-flow calculation. Subtracting the two enthalpy expressions at $T_{al}$ gives
\begin{equation}
H_l-H_a=520+2.9-120-16.7=386\ \text{meV/atom}.
\end{equation}
The term 2.9 comes from $c$ and the term 16.7 from $b$. With $\Delta S(T_{al})=2.951\,k_B$, the ratio $386.2/(2.951\times0.08617)$ is about 1520 K, in agreement with the root to the rounding of the inputs. A calculation that lowers the melting temperature but keeps 520 meV/atom overstates the heat absorbed on melting the layer.

For a small excess, $\Delta S$ in \eqref{eq:identity} may be frozen at its value at $T_m$:
\begin{equation}
T_m-T_{al}\simeq\frac{g(T_m)}{\Delta S(T_m)}
=\frac{41.87}{2.881\times0.08617}\ \text{K}\simeq169\ \text{K}.
\end{equation}
This puts the transition at 1516 K, 2 K below the root. The error is of second order in the depression, because over the interval $\Delta S$ changes by an amount proportional to the depression itself.

The constant-difference formula \eqref{eq:constant} does much worse:
\begin{equation}
T_{al}\simeq\frac{520-120}{0.08617\,(3.581-0.2)}\ \text{K}\simeq1373\ \text{K}.
\end{equation}
It uses the amorphous enthalpy excess at 1000 K, the amorphous entropy excess at zero temperature, and the liquid's enthalpy and entropy differences at $T_m$, none of which belongs to the transition. Moving all of them to $T_{al}$ lowers the numerator from 400 to 386 meV/atom, which by itself would lower the result. It also lowers the entropy gap from 3.381 to $2.951\,k_B$, a larger relative change that raises the result. The second change wins, by 146 K in all.

\section{Why enthalpy alone does not decide}

It is tempting to say that the amorphous solid melts early because its strained bonds store energy. The model can separate that statement from the correct one. Keep $H_r$, $b$ and $c$ fixed, and raise the residual entropy until the excess free energy at $T_m$ disappears:
\begin{equation}
s_0'=s_0+\frac{g(T_m)}{T_m}
=\left(0.2+\frac{41.87}{0.08617\times1685}\right)k_B
=0.488\,k_B .
\end{equation}
The stored enthalpy is unchanged at every temperature, yet the root moves to 1685 K and the depression is gone. A further $0.1\,k_B$ moves it to 1753 K, above the crystal melting point. The stored energy lowers the transition only to the extent that entropy does not pay for it.

The last case is a thought experiment. With $g(T_m)<0$ the crystal would not be the most stable phase at its own melting point. Conversely, if the crystal is more stable than the amorphous solid at $T_m$, then $g(T_m)>0$. Provided that a transition exists and that the liquid has the larger entropy over the range considered, the sign of the shift is then settled without detailed heat-capacity values. Those values are needed for its size.

\section{What moves the estimate}

Let $x$ be any input. Along the line of transitions $D(T_{al},x)=0$, so
\begin{equation}
\frac{\partial D}{\partial T}\,dT_{al}+\frac{\partial D}{\partial x}\,dx=0
\quad\Longrightarrow\quad
\frac{dT_{al}}{dx}=\frac{1}{\Delta S}\frac{\partial D}{\partial x},
\end{equation}
where \eqref{eq:slope} was used. Since $D$ contains $-g$, its derivatives with respect to $H_r$ and $s_0$ are $-1$ and $+T$. Therefore
\begin{equation}
\frac{\partial T_{al}}{\partial H_r}=-\frac{1}{\Delta S},\qquad
\frac{\partial T_{al}}{\partial s_0}=\frac{T_{al}}{\Delta S}.
\end{equation}
Each additional meV/atom of stored enthalpy lowers the transition by 3.9 K. This matters for implanted layers, whose networks are less relaxed than annealed ones. An extra 40 meV/atom, a rough allowance for an unrelaxed network, moves the root to 1363 K when the entropy parameters are held fixed.

The entropy parameters matter as well. With the other inputs fixed, $s_0=0.1\,k_B$ gives 1469 K and $s_0=0.3\,k_B$ gives 1572 K. Halving $b$ to $0.25\,k_B$ gives 1441 K, and raising it to $0.75\,k_B$ gives 1609 K. The liquid parameter $c$, by contrast, hardly matters: setting it to zero changes the result by less than 1 K. Writing $T=T_m+y$ and expanding the logarithm shows why:
\begin{equation}
y-(T_m+y)\left(\frac{y}{T_m}-\frac{y^2}{2T_m^2}+\cdots\right)
\simeq-\frac{y^2}{2T_m}.
\end{equation}
The correction is quadratic in the distance from $T_m$, because the liquid data are anchored at $T_m$ itself.

Pressure adds $P(V_l-V_a)$ to $D$ if the atomic volumes are taken as constant, so $dT_{al}/dP=(V_l-V_a)/\Delta S$. Rough volumes of 20.4 \AA$^3$ for the amorphous solid and 18.4 \AA$^3$ for the liquid give $-49$ K/GPa, and a change of 0.3 \AA$^3$ in either volume moves this by about 7 K/GPa. The sign is negative because the liquid is denser. A pressure of 0.1 GPa shifts the transition by $-5$ K, which is small beside the uncertainty from entropy.

\section{A moving front and a race with crystallization}

At $T_{al}$ the interface between amorphous solid and liquid has no reason to move either way. A front that melts at a finite speed must be hotter. Suppose that atoms pass from solid to liquid at a rate that alone would move the front at speed $v_k$, taken as constant. Detailed balance makes the reverse rate smaller by the factor $\exp(D/k_BT)$, where $D<0$ above $T_{al}$. The net speed is
\begin{equation}
v=v_k\left[1-e^{D/k_BT}\right]
\quad\Longrightarrow\quad
-D=-k_BT\ln\left(1-\frac{v}{v_k}\right).
\end{equation}
For slow fronts $-D\simeq\Delta S\,(T-T_{al})$ and the logarithm is $-v/v_k$, so the superheating is $k_BT_{al}v/(v_k\Delta S)$. For $v=5$ m/s and a rough $v_k=30$ m/s, a numerical solution of the full law gives a front temperature of 1619 K. The superheating of 101 K is more than half of the equilibrium depression, but it depends strongly on the assumed kinetics. With $v_k=60$ m/s it is 46 K, and with the freezing rate rather than the melting rate held constant at 30 m/s it is 84 K. A temperature measured at a fast front should therefore not be read directly as $T_{al}$.

The layer must also survive the heating. Let a crystal front advance from the substrate at speed $v_x=v_0e^{-E/k_BT}$, with rough values $v_0=3\times10^{15}$ nm/s and $E=2.7$ eV, assumed to hold up to $T_{al}$. During a ramp at constant rate $q$, $dt=dT/q$, and the front covers
\begin{equation}
X=\frac1q\int_{300\,\text{K}}^{T_{al}}v_x\,dT .
\end{equation}
Since $dv_x/dT=(E/k_BT^2)v_x$, the integrand is $(k_BT^2/E)\,dv_x/dT$. Two integrations by parts, with the negligible lower limit dropped, give for $E\gg k_BT_{al}$
\begin{equation}
X\simeq\frac{k_BT_{al}^2}{qE}\,v_x(T_{al})
\left(1-\frac{2k_BT_{al}}{E}\right).
\end{equation}
Most of the growth thus occurs in the last stretch below $T_{al}$, where $v_x$ reaches $3.3\times10^6$ nm/s. Numerical integration gives $X=0.022$ nm at $q=10^{10}$ K/s, less than an atomic spacing. Setting $X=100$ nm instead gives $q=2.2\times10^6$ K/s. In this model a slower ramp crystallizes the whole layer before it can melt as an amorphous solid. This threshold is good only to a factor of about two. The pure Arrhenius law omits the reverse-rate factor $1-e^{-g/k_BT}$, which falls from 0.65 at 900 K to 0.33 at $T_{al}$. Including it, with the speed matched at 900 K, gives about $1.2\times10^6$ K/s. Crystals that nucleate inside the layer would raise the required rate.

\section{Beside a real implanted layer}

Pulsed-heating experiments place the melting of amorphous silicon roughly 200 K below that of the crystal, which lies between the model's 167 K for a relaxed network and its 322 K for the unrelaxed allowance. The agreement should not be pressed. The inputs are typical, but the excess entropy at high temperature is poorly known, and the separate parameter changes tried in the section on what moves the estimate spread it over about 1360 to 1610 K. That spread is not a bound, since errors may combine. Real implanted layers most clearly break the assumption of one relaxed structure, which by the allowance used here lowers the transition by about 155 K if the entropy is unchanged. An unrelaxed network with $0.1\,k_B$ more residual entropy would be lowered by only about 110 K. Front superheating acts in the opposite direction on the observed temperature. Hydrogen, dopants and interface energy are left out. So is the heat released if the undercooled melt crystallizes. At $T_{al}$ this is $520+2.9\simeq523$ meV/atom, more than the 386 meV/atom absorbed on melting, so it can melt further amorphous material that is already hot. The surplus of 137 meV/atom covers the heating to $T_{al}$ only from roughly 1100 K, since heating from room temperature takes roughly 350 meV/atom. This heat must be added to the heat-flow calculation wherever crystallization occurs. For the heat-flow calculation, about 1500 K and 390 meV/atom are reasonable starting values for a relaxed layer heated fast enough to stay amorphous. The calculation should be repeated with a lower temperature, and a lower latent heat (about 355 meV/atom with the 40 meV/atom allowance), if the layer is melted as implanted.
